# Optimal Damping for Hartree-Fock: Exact Line Search over Relaxed Density Matrices

## What fails without a line search

The simplest self-consistent iteration builds the Fock matrix from the current density matrix, fills its lowest orbitals, and repeats. Nothing in this rule refers to the energy, so nothing prevents the energy from rising. Consider silane, SiH$_4$, with one Si–H bond pulled out to 0.40 nm, treated by restricted Hartree-Fock in the 6-31G* basis (with five d functions on silicon) and started from the orbitals of the one-electron Hamiltonian. After 400 steps this plain iteration is still jumping between two different density matrices, and its last two energies lie 2.61 and 3.63 eV above the solution, which it reaches only after more than 500 steps. The line search described below needs 15.

The cure is to treat the new density matrix as a direction rather than as the next iterate. Along the segment from the old matrix to the new one the Hartree-Fock energy is a parabola whose coefficients cost almost nothing, so its minimum can be taken exactly. The energy of the retained matrix then cannot increase.

## The energy and the relaxed set

Take $n$ doubly occupied real orbitals in a finite orthonormal basis, and let $D$ be the density matrix per spin. With the one-electron matrix $h$, the electronic energy is
$$E(D)=2\,\mathrm{tr}(hD)+\mathrm{tr}(G(D)D),\qquad G=2J-K,$$
$$J_{pq}=\sum_{rs}(pq|rs)D_{rs},\qquad K_{pq}=\sum_{rs}(pr|qs)D_{rs}.$$
The map $G$ is linear. For real orbitals the integrals are unchanged when the pairs $(p,q)$ and $(r,s)$ trade places, so $\mathrm{tr}(G(A)B)=\mathrm{tr}(G(B)A)$. The Fock matrix is $F(D)=h+G(D)$.

A determinant has $D^2=D$ and $\mathrm{tr}\,D=n$. A mixture of two such projectors is generally not a projector, so a line search needs a larger set: all symmetric $D$ with eigenvalues in $[0,1]$ and trace $n$. This relaxed set is convex. The trace is linear, and for any unit vector $v$ the number $v^TDv$ of a mixture is the same mixture of two numbers in $[0,1]$.

## The parabola and its minimum

Let $D$ be the current relaxed matrix, $D'$ the projector on the $n$ lowest eigenvectors of $F(D)$ (the aufbau matrix), and $d=D'-D$. Insert $D+\lambda d$ into the energy:
$$E(\lambda)=2\,\mathrm{tr}(hD)+2\lambda\,\mathrm{tr}(hd)+\mathrm{tr}(G(D)D)+\lambda[\mathrm{tr}(G(D)d)+\mathrm{tr}(G(d)D)]+\lambda^2\mathrm{tr}(G(d)d).$$
By the symmetry of $G$ the two terms in brackets are equal. Hence
$$E(\lambda)=E(0)+s\lambda+c\lambda^2,\qquad s=2\,\mathrm{tr}(F(D)d),\qquad c=\mathrm{tr}(G(d)d).$$
There is no remainder, because $E$ is quadratic in $D$. For a density functional whose exchange-correlation energy is not quadratic in the density, this formula fails and the line search needs more than two coefficients.

**The slope is never positive.** Write $x_j$ for the diagonal elements of $D$ in the eigenbasis of $F(D)$, with eigenvalues $\varepsilon_j$ in ascending order. They lie in $[0,1]$ and sum to $n$. The charge missing from the lowest $n$ levels equals the charge in the others:
$$q=\sum_{i\le n}(1-x_i)=\sum_{a>n}x_a .$$
With $\gamma=\varepsilon_{n+1}-\varepsilon_n\ge0$,
$$\mathrm{tr}(FD)-\mathrm{tr}(FD')=\sum_{a>n}\varepsilon_ax_a-\sum_{i\le n}\varepsilon_i(1-x_i)\ge\varepsilon_{n+1}q-\varepsilon_nq=\gamma q .$$
The left side is $-s/2$, so $s\le-2\gamma q\le0$.

**The step.** The derivative $s+2c\lambda$ is linear in $\lambda$. If $s+2c\le0$, it is non-positive at both ends of $[0,1]$, hence throughout, and the minimum is at $\lambda=1$. Otherwise $c>-s/2\ge0$, the parabola opens upward, and its minimum lies inside:
$$\lambda=\begin{cases}1,& s+2c\le0,\\ -s/(2c),& s+2c>0.\end{cases}$$

**The guaranteed drop.** In the interior case $E(0)-E(\lambda)=s^2/(4c)=|s|\lambda/2$. In the full-step case $c\le|s|/2$, so the drop $|s|-c$ is at least $|s|/2$. Both cases give
$$E(0)-E(\lambda)\ge\tfrac12|s|\lambda .$$

The guarantee belongs to the relaxed matrices. The energy of the aufbau determinants, $E(D')=E(D)+s+c$, may go up from one iteration to the next.

## The algorithm

1. Choose a starting projector $D$; build $G(D)$.
2. Diagonalize $h+G(D)$ and form $D'$ from its $n$ lowest eigenvectors.
3. Build $G(D')$. Set $d=D'-D$ and $G(d)=G(D')-G(D)$; compute $s$ and $c$.
4. If $|s|$ is below the tolerance, stop and return $D'$.
5. Choose $\lambda$ as above. Replace $D$ by $D+\lambda d$ and $G(D)$ by $G(D)+\lambda G(d)$. Return to step 2.

Since $G$ is linear, the mixed matrix in step 5 needs no new two-electron work. Each iteration costs one build, as in the plain scheme. The returned $D'$ is a proper determinant even when $D$ is not, and its energy differs from the relaxed energy by $s+c$, which is already known.

## Error analysis

**Convergence of the slope.** First bound the step length. Since $\mathrm{tr}\,D'^2=n$, $\mathrm{tr}\,D^2\le\mathrm{tr}\,D=n$ and $\mathrm{tr}(DD')=\sum_{i\le n}x_i=n-q$,
$$\|d\|^2=\mathrm{tr}\,D'^2+\mathrm{tr}\,D^2-2\,\mathrm{tr}(DD')\le2q\le2n$$
in the Frobenius norm. In a finite basis there is a constant $M>0$ with $c\le M\|d\|^2\le2nM$. An interior step therefore lowers the energy by $s^2/(4c)\ge s^2/(8nM)$, and any step lowers it by at least
$$\min\left(\frac{|s|}{2},\frac{s^2}{8nM}\right).$$
The energy is continuous on a closed bounded set and so has a lower bound $E_{\min}$. The drops have a finite sum, which forces $s\to0$. After $K$ steps the smallest slope $\sigma$ met so far obeys $K\min(\sigma/2,\sigma^2/(8nM))\le E_0-E_{\min}$, which is a guaranteed decay of order $K^{-1/2}$.

**What a gap adds.** Combining $|s|\ge2\gamma q$ with $\|d\|^2\le2q$ gives $|s|\ge\gamma\|d\|^2$. Then $c\le M|s|/\gamma$, and an interior step has $\lambda=|s|/(2c)\ge\gamma/(2M)$. If $\gamma$ stays above a positive value, the drop is at least a fixed fraction of $|s|$, and the guaranteed decay of $\sigma$ improves to order $1/K$. These are worst-case bounds, not predictions of the rate.

The gap also controls the loss of idempotency. From $\|d\|^2\ge0$ follows $\mathrm{tr}\,D^2\ge2\,\mathrm{tr}(DD')-n=n-2q$, hence
$$n-\mathrm{tr}\,D^2\le2q\le|s|/\gamma .$$
As $s\to0$ with a gap that stays open, the relaxed matrix returns to a projector by itself.

**What a small slope certifies.** For any relaxed $X$,
$$E(X)=E(D)+2\,\mathrm{tr}(F(D)(X-D))+\mathrm{tr}(G(X-D)(X-D)).$$
The middle term is at least $s$, since $D'$ minimizes $\mathrm{tr}(F(D)X)$. If the last term is never negative, then $E(D)-E_{\min}\le|s|$, and the slope bounds the energy error. For general Hartree-Fock the last term can have either sign. A vanishing $s$ then certifies a first-order stationary point, not the global minimum.

## When the closed gap leaves fractions behind

A three-site ring shows what can happen without a gap. Let one electron pair move with hopping matrix element $+1$ eV between all sites, and let the repulsion be $U\sum_iD_{ii}^2$ with $U=1$ eV. The levels of $h$ are $-1,-1,2$ eV. Every relaxed $D$ of trace one has $2\,\mathrm{tr}(hD)\ge-2$ eV, and $\sum_iD_{ii}^2\ge1/3$ because the diagonal sums to one. Putting half a pair in each of the two degenerate orbitals reaches both bounds:
$$E_{\min}=-2+\tfrac13=-1.66667\ \text{eV}.$$
A single real orbital cannot do so. It would need three components of equal magnitude that sum to zero, which signs alone do not allow. A scan over real orbitals gives $-1.5313$ eV at best. The complex orbital with phases $0,2\pi/3,4\pi/3$ does reach $E_{\min}$, so a determinant can reach the minimum once complex orbitals are allowed. Complex arithmetic alone does not remove the fractions, however. Any mixture of this orbital with its complex conjugate has the same energy, and damping from four random complex starting orbitals also ended with occupations near one half. The split depends on the start: one chosen close to the complex orbital ended with occupations 0.93 and 0.07.

Damping heads for the fractional minimum: it ends with occupations 0.5002 and 0.4998. After its limit of 3000 iterations it is still $6\times10^{-5}$ eV above $E_{\min}$, so convergence is slow in this gapless case. Fractional occupations at the end of a run can thus be a property of the relaxed problem and not only a sign of incomplete convergence, and the returned determinant must be checked through $s+c$.

## Why the plain iteration oscillates

Let $D_*$ be a self-consistent projector with a gap. Label its occupied orbitals $i$ and virtual orbitals $a$, and let a nearby projector differ to first order by
$$\delta D=\sum_{ai}x_{ai}(\phi_a\phi_i^T+\phi_i\phi_a^T).$$
This changes the Fock matrix by $G(\delta D)$, whose virtual-occupied block we call $Kx$ (here $K$ is the response matrix, not exchange alone). First-order perturbation theory adds to orbital $i$ the amount $(Kx)_{ai}/(\varepsilon_i-\varepsilon_a)$ of orbital $a$. With $\Delta$ the diagonal matrix of $\varepsilon_a-\varepsilon_i$, one plain step maps
$$x\mapsto-\Delta^{-1}Kx .$$
$K$ is symmetric because $G$ is, so this map is similar to the symmetric matrix $-\Delta^{-1/2}K\Delta^{-1/2}$ and has real eigenvalues $\kappa$.

The same matrices give the energy. To second order a rotated projector also gains the blocks $xx^T$ (virtual) and $-x^Tx$ (occupied), which contribute $2x^T\Delta x$ through $2\,\mathrm{tr}(F\,\cdot)$. The quadratic term $\mathrm{tr}(G(\delta D)\delta D)$ contributes $2x^TKx$. Thus
$$\delta E=2x^T(\Delta+K)x=2\sum_\kappa(1-\kappa)y_\kappa^2,$$
where $y_\kappa$ are the components of $\Delta^{1/2}x$ along the eigenvectors. A minimum with positive curvature has all $\kappa<1$. There, linear instability of the plain iteration requires $\kappa<-1$: the charge response overshoots, and the error alternates in sign and grows.

The line search reacts to this directly. Start from a projector with a small error $x$ along one eigenvector, so that $Kx=-\kappa\Delta x$. The aufbau matrix has error $\kappa x$, and $d$ has the first-order part $-(1-\kappa)x$. Write $w=x^T\Delta x$. The slope collects the change of the second-order blocks, $2(\kappa^2-1)w$, and the cross term from $K$, $-4(1-\kappa)x^TKx=4\kappa(1-\kappa)w$:
$$s=2w[(\kappa^2-1)+2\kappa(1-\kappa)]=-2(1-\kappa)^2w,$$
$$c=2(1-\kappa)^2x^TKx=-2\kappa(1-\kappa)^2w .$$
Therefore $\lambda=-1/(2\kappa)$ when $\kappa<-\tfrac12$, and the full step is kept otherwise. The remaining error is $x$ times
$$1-\lambda(1-\kappa)=\frac{1+\kappa}{2\kappa},$$
which lies between 0 and $\tfrac12$ for every $\kappa<-1$. This holds for one mode and a first step from a projector; later steps start from mixed matrices.

A two-site model makes the threshold explicit. Take hopping $t$, level offset $\delta$, one pair and repulsion $U\sum_iD_{ii}^2$. With the polarization $m=D_{11}-D_{22}$, the Fock levels differ by $F_{11}-F_{22}=-(\delta-Um)$, and the lower orbital has
$$m'=\frac{\delta-Um}{\sqrt{(\delta-Um)^2+4t^2}},\qquad \kappa=\frac{dm'}{dm}=-\frac{4t^2U}{[(\delta-Um)^2+4t^2]^{3/2}} .$$
For $\delta=0$ and $m=0$ this is $-U/(2t)$, so for $U>2t$ the plain iteration is unstable at the symmetric solution, although that solution is still an energy minimum. With $t=1$ eV and $\delta=0.5$ eV held fixed, $U=1$ eV gives $\kappa=-0.480$ and the plain iteration converges. At $U=6$ eV, $\kappa=-2.98$, and it settles into a two-cycle with energies 5.36 and 4.61 eV. Damping reaches 0.984 eV, which a direct minimization over the orbital angle confirms.

## Silane with a stretched bond

The three other Si–H bonds are held at 0.148 nm with tetrahedral angles. Every run starts from the one-electron Hamiltonian. Damping stops at $|s|<10^{-8}$ hartree, and the plain iteration when $D$ changes by less than $10^{-6}$ in norm, so the two counts do not measure relative speed. Both columns count iterations; the program's label "builds" for the damped runs leaves out the one starting build of $G$.

| $R$ (nm) | gap (eV) | lowest $\kappa$ | damped | plain |
|---|---|---|---|---|
| 0.148 | 17.8 | −0.105 | 9 | 14 |
| 0.200 | 14.2 | −0.148 | 9 | 14 |
| 0.250 | 10.7 | −0.217 | 10 | 15 |
| 0.300 | 8.2 | −0.351 | 12 | 18 |
| 0.400 | 5.1 | −0.909 | 15 | none in 400 |

These gaps and response eigenvalues belong to the 6-31G* basis. At 0.148 nm the gap is 17.2 eV in def2-TZVP and 14.2 eV in aug-cc-pVDZ, and the lowest $\kappa$ is $-0.25$ and $-0.12$. At 0.40 nm the gap stays at 5.1 eV, while the lowest $\kappa$ becomes $-0.77$ and $-0.72$, so the solution there is linearly stable in all three bases.

As the gap closes, the lowest $\kappa$ moves toward $-1$. At 0.40 nm it has not crossed: the solution is linearly stable, and the plain iteration does reach it, but only after more than 500 steps. At step 400 the change per step still has norm 0.99, while matrices two steps apart differ by 0.011. This is a large, slowly drifting alternation outside the reach of the linear analysis. It collapses within the next 50 steps, and from then on the error shrinks by the factor 0.909 per step that $\kappa$ predicts. At 0.45 nm, again in the 6-31G* basis, the lowest $\kappa$ is $-1.33$, and the solution is no longer stable under the plain iteration. So $\kappa>-1$ ensures convergence only in a neighbourhood of the solution and says nothing about how long it takes to get there, whereas the energy argument for damping forces $s\to0$ from any start, though it does not say which stationary point is reached.

The first segment at 0.40 nm has $s=-144.457$ eV and $c=46.469$ eV. Then $s+2c=-51.52$ eV is negative, the full step is taken, and the energy changes by $s+c=-97.99$ eV. The next iterations, with energies relative to the final damped value, are:

| $k$ | $\lambda$ | relaxed (eV) | its aufbau (eV) | plain (eV) |
|---|---|---|---|---|
| 1 | 0.622 | 16.677 | 11.100 | 16.677 |
| 2 | 1.000 | 7.815 | 3.579 | 11.100 |
| 3 | 0.370 | 3.579 | 5.972 | 6.708 |
| 4 | 1.000 | 2.317 | 0.037 | 9.027 |
| 5 | 0.991 | 0.037 | 0.016 | 5.963 |

Iteration 3 shows the mechanism. The full step would raise the energy by $s+c=5.972-3.579=2.393$ eV. With $s=-2c\lambda$ and $\lambda=0.3702$, this means $c(1-2\lambda)=2.393$ eV, so $c=9.22$ eV and the drop is $c\lambda^2=1.26$ eV. The table gives $3.579-2.317=1.262$ eV. The aufbau energy rises here, from 3.579 to 5.972 eV, while the relaxed energy falls at every step. The plain energy rises in 199 of the first 400 steps.

At the end $|s|=7.5\times10^{-8}$ eV. The gap bound allows an idempotency defect of $1.5\times10^{-8}$; the actual defect is at rounding level. The total energy is $-290.971905$ hartree ($-7917.749$ eV). This value comes from an independent Hartree-Fock program restarted from the damped density matrix, and it agrees with the damped energy within the test threshold of $10^{-7}$ hartree. Its digits are converged only within the 6-31G* basis: def2-TZVP lowers the total energy by 0.042 hartree. A second run of that program, with DIIS extrapolation and its own starting guess, reaches the same solution. The difference printed for this second run is taken from the restarted run, not from the damped iteration itself, so it does not measure the accuracy of damping.

## What the converged number is worth

Silane is only a rough stand-in for a hydrogen-passivated silicon bond at a transistor interface, whose rupture leaves an electrically active defect. There the silicon atom is bound to other silicon atoms, not to three more hydrogens. The energies below are therefore those of silane, not of the interface bond. The equilibrium length of 0.148 nm is typical of Si–H bonds; 0.40 nm is far outside thermal vibration and represents a bond being broken. Restricted Hartree-Fock puts the energy of this stretch at 6.86 eV, well above the real Si–H bond energy of silane, very roughly 4 eV. The assumption that breaks is the shared orbital for both electrons. Letting the spins use different orbitals lowers the cost to 3.28 eV, with $\langle S^2\rangle=0.996$ at 0.40 nm instead of the singlet value zero. Frozen-core coupled cluster with single and double excitations on that reference gives 3.73 eV in the same basis. Enlarging the basis to def2-TZVP moves the unrestricted Hartree-Fock value by only 0.02 eV, but it lowers the restricted value by 0.22 eV, to 6.64 eV, and raises the coupled-cluster value by 0.32 eV, to 4.05 eV. In aug-cc-pVDZ the restricted value is 6.46 eV, so it depends on the basis by up to 0.4 eV among the three sets. The correlated energy in the small basis is likewise not converged to the digits shown, and without a still larger basis the value of 4.05 eV cannot be called converged either. Relaxation of the SiH$_3$ fragment, the surrounding solid and temperature are not included, and their effect is not estimated here.

The two kinds of error are therefore separate. Damping brings the algorithmic error far below any relevant energy scale, while the restricted stretch energy lies 2.6 to 3.1 eV above the coupled-cluster one in the two basis sets tried. A monotone, tightly converged iteration says nothing about the second error. The main computed values are listed in the numerical output below.

## Table of computed values

```
TWO-SITE MODEL: hopping 1 eV, level offset 0.5 eV, one pair
U=1 eV: kappa=-0.4797, damped E=-1.541475 eV in 16 builds
  plain converged=True, steps=17, last two E=-1.541475, -1.541475 eV
U=6 eV: kappa=-2.9825, damped E=0.984379 eV in 42 builds
  plain converged=False, steps=400, last two E=5.362483, 4.610638 eV
THREE-SITE RING: hopping matrix element +1 eV, U=1 eV, one pair
damped E=-1.66661 eV, relaxed minimum=-1.66667 eV
best real determinant=-1.53134 eV, occupations=0.5002 0.4998 0.0000
SILANE, RHF/6-31G*, one Si-H bond stretched, core-Hamiltonian start
R/nm  gap/eV  kappa_min kappa_max  damped builds | plain: conv, steps, |D(k)-D(k-1)|, |D(k)-D(k-2)|
0.148  17.778   -0.1054    0.4272      9 | True 14 4.5e-07 1.7e-06
0.200  14.218   -0.1478    0.4403      9 | True 14 4.2e-07 1.6e-06
0.250  10.715   -0.2171    0.4572     10 | True 15 5.2e-07 2.0e-06
0.300   8.179   -0.3511    0.4715     12 | True 18 3.6e-07 8.5e-07
0.400   5.097   -0.9087    0.4855     15 | False 400 9.9e-01 1.1e-02
DETAILS AT R=0.40 nm: 26 basis functions, 9 pairs
first segment: s=-144.4574 eV, c=46.4693 eV, lambda=1.00000
first segment: energy change at lambda=-97.9882 eV, at full step=-97.9882 eV
k, lambda, then E minus final damped E in eV: relaxed, its aufbau, plain
  0 1.0000     114.665608      16.677448     114.665608
  1 0.6216      16.677448      11.100469      16.677448
  2 1.0000       7.814762       3.579385      11.100469
  3 0.3702       3.579385       5.972314       6.707529
  4 1.0000       2.316622       0.037196       9.027379
  5 0.9905       0.037196       0.015550       5.962853
  6 0.6045       0.015548       0.011065       8.401664
  8 0.6679       0.000427       0.000263       7.971632
 10 0.6262       0.000024       0.000016       7.652717
plain, last two energies above damped: 2.611457, 3.627562 eV
energy rises: relaxed 0, aufbau 1, plain 199 of 400 steps
final |s|=7.54e-08 eV, idempotency defect=3.55e-15, bound |s|/gap=1.48e-08
total RHF energy=-290.971905 hartree = -7917.7489 eV
DIIS from its own guess minus damped solution: 7.73e-12 eV
ENERGY TO STRETCH THE BOND FROM 0.148 TO 0.40 nm
RHF/6-31G*: 6.860 eV
UHF/6-31G*: 3.279 eV
UCCSD/6-31G*, frozen core: 3.727 eV
UHF/def2-TZVP: 3.295 eV
UHF minus RHF at 0.40 nm: -3.580 eV, <S^2>=0.996
```
